# Negative capacitance from stripe-wall displacement in a stable dielectric–ferroelectric stack: a numerical check

```python
"""
Negative static capacitance of a ferroelectric layer with 180-degree stripes.

Stack: electrode / ferroelectric (d_f) / dielectric (d_d) / electrode.
Result under test, per unit area at zero bias:
    C_f = C_b - 1/A,   0 < A < 1/(C_b + C_d)
so C_f < -C_d < 0 while the total capacitance is positive and exceeds C_d.
C_b, C_d : background capacitance of the ferroelectric, and of the dielectric
A        : 2 * sum_{n>=1} (-1)^(n+1) g(2 pi n / W)
g(k)     : interface potential per unit harmonic interface charge
W        : stripe period;  P : domain polarization;  gamma : wall energy
m        : up fraction minus down fraction;  mean polarization = m P
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

nm = 1e-9
P, gamma = 0.25, 0.010
kz, kx, kd = 50.0, 200.0, 100.0
df, dd = 10 * nm, 2 * nm
base = (kz, kx, kd, df, dd)
harm = np.arange(1, 20001)


def kernel(k, stack):
    kz_, kx_, kd_, df_, dd_ = stack
    ki, zeta = np.sqrt(kx_ * kz_), np.sqrt(kx_ / kz_)
    return 1 / (eps0 * k * (kd_ / np.tanh(k * dd_)
                            + ki / np.tanh(k * zeta * df_)))


def plate_caps(stack):
    kz_, kx_, kd_, df_, dd_ = stack
    return eps0 * kz_ / df_, eps0 * kd_ / dd_


def softening(W, stack):
    """A, alternating sum; half weight on the last term speeds convergence."""
    terms = (-1.0) ** (harm + 1) * kernel(2 * np.pi * harm / W, stack)
    terms[-1] *= 0.5
    return 2 * terms.sum()


def stray_energy(m, W):
    amp = np.sin(harm * np.pi * (1 + m) / 2) / (harm * np.pi)
    return 4 * P**2 * np.sum(amp**2 * kernel(2 * np.pi * harm / W, base))


def zero_bias_energy(W):
    return 2 * gamma * df / W + stray_energy(0.0, W)


# ---- equilibrium period and linear capacitances
opt = minimize_scalar(lambda w: zero_bias_energy(w * nm), bounds=(2, 60),
                      method="bounded", options={"xatol": 1e-7})
W = opt.x * nm
Cb, Cd = plate_caps(base)
g0 = 1 / (Cb + Cd)
A = softening(W, base)
Cf = Cb - 1 / A
C = 1 / (1 / Cd + 1 / Cf)
E_stripe, E_mono = opt.fun, 0.5 * g0 * P**2
assert 2.1 < opt.x < 59 and E_stripe < E_mono
assert Cf < -Cd < 0 and C > Cd

# ---- direct minimization over m and W at fixed total voltage
V_small = 0.005


def displacement(m, V):
    return (V + m * P / Cb) / (1 / Cd + 1 / Cb)


def biased_energy(x):
    m, width = x[0] / 50, x[1] * W
    D = displacement(m, V_small)
    return (2 * gamma * df / width + stray_energy(m, width)
            + D**2 / (2 * Cd) + (D - m * P)**2 / (2 * Cb) - D * V_small)


best = minimize(biased_energy, [0.3, 1.02], method="Nelder-Mead",
                options={"xatol": 1e-6, "fatol": 1e-14, "maxiter": 600})
m_min = best.x[0] / 50
D_min = displacement(m_min, V_small)
Vf_min = V_small - D_min / Cd
Cf_min, C_min = D_min / Vf_min, D_min / V_small
# tolerance: finite bias and finite precision of the minimizer
assert abs(Cf_min / Cf - 1) < 5e-3 and abs(C_min / C - 1) < 5e-3
assert abs(best.x[1] - 1) < 5e-3

# ---- two-dimensional finite-volume potential with displaced walls
nx, nf, nd = 200, 200, 40
hx, hz = W / nx, df / nf
assert abs(hz * nd / dd - 1) < 1e-12
ez = np.r_[np.full(nf, kz), np.full(nd, kd)]
ex = np.r_[np.full(nf, kx), np.full(nd, kd)]
Lz = diags([-ez[1:-1], ez[:-1] + ez[1:], -ez[1:-1]], [-1, 0, 1]) / hz
Lx = diags([-1, -1, 2, -1, -1], [-(nx - 1), -1, 0, 1, nx - 1],
           shape=(nx, nx)) / hx
horizontal = diags(hz * (ex[:-1] + ex[1:]) / 2)
solver = splu((hx * kron(Lz, identity(nx)) + kron(horizontal, Lx)).tocsc())
up_cells = 120
m_grid = 2 * up_cells / nx - 1
charge = np.where(np.arange(nx) < up_cells, P, -P)
rhs = np.zeros((nf + nd - 1, nx))
rhs[nf - 1] = charge * hx / eps0
phi_P = solver.solve(rhs.ravel()).reshape(rhs.shape)
rhs[:] = 0
rhs[-1] = -kd * hx / hz          # top electrode at -1 V, bottom at 0 V
phi_V = solver.solve(rhs.ravel()).reshape(rhs.shape)


def at_wall(phi):
    return 0.5 * (phi[nf - 1, up_cells - 1] + phi[nf - 1, up_cells])


V_grid = -at_wall(phi_P) / at_wall(phi_V)   # zero net force on the wall
phi = phi_P + V_grid * phi_V
Vf_grid = -phi[nf - 1].mean()
D_grid = eps0 * kd * (phi[-1].mean() + V_grid) / hz
g_series = kernel(2 * np.pi * harm / W, base)
Vf_series = -(2 * P / np.pi) * np.sum(
    (-1.0) ** (harm + 1) * np.sin(harm * np.pi * m_grid) * g_series / harm)
D_series = m_grid * P + Cb * Vf_series
V_series = Vf_series + D_series / Cd
g1_grid = (np.fft.fft(phi_P[nf - 1])[1] / np.fft.fft(charge)[1]).real
# tolerance: discretization of the charge steps and of the fields
assert abs(g1_grid / g_series[0] - 1) < 5e-3
assert abs(Vf_grid / Vf_series - 1) < 1e-2
assert abs(D_grid / D_series - 1) < 1e-2
assert abs(V_grid / V_series - 1) < 2e-2

# ---- decaying modes of the grounded stack
ki, zeta = np.sqrt(kx * kz), np.sqrt(kx / kz)
a, b = dd / nm, zeta * df / nm
q_top = 400.0
poles = np.r_[0, np.arange(1, int(q_top * a / np.pi) + 1) * np.pi / a,
              np.arange(1, int(q_top * b / np.pi) + 1) * np.pi / b]
poles = np.unique(np.round(poles, 9))


def mode_condition(q):
    return kd / np.tan(q * a) + ki / np.tan(q * b)


q = np.array([brentq(mode_condition, lo + 1e-7, hi - 1e-7, xtol=1e-13)
              for lo, hi in zip(poles[:-1], poles[1:])]) / nm
R = 2 / (eps0 * (kd * dd / np.sin(q * dd)**2
                 + kx * df / np.sin(q * zeta * df)**2))
assert np.all(R > 0)
# tolerance: modes above the cutoff are omitted from this slow sum
assert abs(np.sum(R / q**2) / g0 - 1) < 2e-3
y = q * W / 2
inv_sinh = 2 * np.exp(-y) / (1 - np.exp(-2 * y))
gap_modes = np.sum(R * W / (2 * q) * inv_sinh)
assert abs(gap_modes / (g0 - A) - 1) < 1e-6

# ---- stiffness of all wall patterns in an eight-wall periodic cell
walls, half = 8, W / 2
L = walls * half
sign = (-1.0) ** np.arange(walls)
rest = (np.arange(walls) + 0.5) * half
k_cell = 2 * np.pi * np.arange(1, 40001) / L
g_cell = kernel(k_cell, base)


def cell_energy(pos):
    """Short-circuit electrostatic energy of the cell per length along y."""
    s = sum(sg * np.exp(-1j * k_cell * x) for sg, x in zip(sign, pos))
    mean = P * (1 - 2 * np.sum(pos[1::2] - pos[0::2]) / L)
    return L * (0.5 * g0 * mean**2
                + np.sum(g_cell * 4 * P**2 * np.abs(s)**2 / (k_cell * L)**2))


def stiffness(theta):
    r, c = np.exp(-y), np.cos(theta)
    return 4 * P**2 * np.sum(R / q * r * (1 - r) * (1 - c)
                             / ((1 + r) * (1 + 2 * r * c + r * r)))


step, E0 = 0.01 * half, cell_energy(rest)
lam = []
for l in range(1, 5):
    theta = l * np.pi / 4
    u = np.cos(theta * np.arange(walls))
    second = (cell_energy(rest + step * u) + cell_energy(rest - step * u)
              - 2 * E0) / step**2
    lam.append((l * 45, stiffness(theta), second / np.sum(u**2)))
    # tolerance: finite displacement and finite number of harmonics
    assert lam[-1][2] > 0 and abs(lam[-1][2] / lam[-1][1] - 1) < 5e-3

# ---- random stacks, and the thick-layer limit
rng = np.random.default_rng(4)
ratios = []
for _ in range(300):
    z_ = rng.uniform(10, 200)
    s_ = (z_, z_ * rng.uniform(0.25, 4), rng.uniform(3, 300),
          rng.uniform(2, 30) * nm, rng.uniform(1, 30) * nm)
    W_ = rng.uniform(0.2, 4) * (s_[3] + s_[4])
    ratios.append(softening(W_, s_) * sum(plate_caps(s_)))
assert 0 < min(ratios) and max(ratios) < 1
A_thick = W * np.log(2) / (np.pi * eps0 * (kd + ki))
A_test = softening(W, (kz, kx, kd, 50 * W, 50 * W))
assert abs(A_test / A_thick - 1) < 1e-6

# ---- linear response to a small bias
V = 0.010
mP = V * Cd * g0 / (g0 - A)
D = C * V
assert abs((mP + Cb * D / Cf) / D - 1) < 1e-9

print(f"polarization P = {P:.2f} C/m^2; wall energy = {gamma*1e3:.0f} mJ/m^2")
print(f"kappa_z, kappa_x, kappa_d = {kz:.0f}, {kx:.0f}, {kd:.0f}")
print(f"d_f = {df/nm:.0f} nm; d_d = {dd/nm:.0f} nm")
print(f"kappa_i = {ki:.1f}; zeta = {zeta:.2f}")
print(f"equilibrium period W = {W/nm:.3f} nm; domain width = {half/nm:.3f} nm")
print(f"stripe energy = {E_stripe*1e3:.3f} mJ/m^2")
print(f"single-domain energy = {E_mono*1e3:.3f} mJ/m^2")
print(f"C_b = {Cb:.5f} F/m^2; C_d = {Cd:.5f} F/m^2")
print(f"g(0) = {g0:.5f} m^2/F; g(k_1) = {g_series[0]:.5f} m^2/F")
print(f"g(k_1) from 2D grid = {g1_grid:.5f} m^2/F")
print(f"A = {A:.5f} m^2/F; thick-layer value = {A_thick:.5f} m^2/F")
print(f"g(0)-A: harmonics {g0-A:.7f}, modes {gap_modes:.7f} m^2/F")
print(f"C_f = {Cf:.5f} F/m^2 = {Cf*100:.3f} microF/cm^2")
print(f"C total = {C:.5f} F/m^2 = {C*100:.3f} microF/cm^2")
print(f"C/C_d = {C/Cd:.4f}")
print(f"curvature in m, fixed V: {P**2*(g0-A)*1e3:.3f} mJ/m^2")
print(f"curvature in m, fixed D: {P**2*(1/Cb-A)*1e3:.3f} mJ/m^2")
print(f"curvature in m, fixed V_f: {-P**2*A*1e3:.3f} mJ/m^2")
print(f"direct minimization at {V_small*1e3:.0f} mV: m = {m_min:.5f}")
print(f"  C_f = {Cf_min:.5f} F/m^2; C = {C_min:.5f} F/m^2")
print(f"linear response at V = {V*1e3:.0f} mV: m = {mP/P:.5f}")
print(f"  wall shift = {mP/P*half/2/nm:.4f} nm; D = {D*1e3:.4f} mC/m^2")
print(f"  V_f = {D/Cf*1e3:.4f} mV; V_d = {D/Cd*1e3:.4f} mV")
print(f"displaced walls, m = {m_grid:.2f}: series / 2D grid")
print(f"  V_f = {Vf_series*1e3:.3f} / {Vf_grid*1e3:.3f} mV")
print(f"  D = {D_series*1e3:.3f} / {D_grid*1e3:.3f} mC/m^2")
print(f"  V = {V_series*1e3:.3f} / {V_grid*1e3:.3f} mV")
for deg, formula, direct in lam:
    print(f"wall stiffness at {deg} deg: formula {formula/1e6:.4f}, "
          f"direct {direct/1e6:.4f} MJ/m^3")
for t in (1, 2, 4, 8):
    other = base[:4] + (t * nm,)
    cb_, cd_ = plate_caps(other)
    cf_ = cb_ - 1 / softening(W, other)
    print(f"same W, d_d = {t} nm: C_f = {cf_:.4f}, C_d = {cd_:.4f}, "
          f"C = {1/(1/cf_+1/cd_):.4f} F/m^2")
print(f"random stacks: {len(ratios)}; A/g(0) from {min(ratios):.4f} "
      f"to {max(ratios):.6f}")
print("all good")
```

Printed output:

```
polarization P = 0.25 C/m^2; wall energy = 10 mJ/m^2
kappa_z, kappa_x, kappa_d = 50, 200, 100
d_f = 10 nm; d_d = 2 nm
kappa_i = 100.0; zeta = 2.00
equilibrium period W = 11.109 nm; domain width = 5.555 nm
stripe energy = 41.970 mJ/m^2
single-domain energy = 64.171 mJ/m^2
C_b = 0.04427 F/m^2; C_d = 0.44271 F/m^2
g(0) = 2.05347 m^2/F; g(k_1) = 0.89450 m^2/F
g(k_1) from 2D grid = 0.89431 m^2/F
A = 1.18637 m^2/F; thick-layer value = 1.38414 m^2/F
g(0)-A: harmonics 0.8670984, modes 0.8670984 m^2/F
C_f = -0.79863 F/m^2 = -79.863 microF/cm^2
C total = 0.99336 F/m^2 = 99.336 microF/cm^2
C/C_d = 2.2438
curvature in m, fixed V: 54.194 mJ/m^2
curvature in m, fixed D: 1337.613 mJ/m^2
curvature in m, fixed V_f: -74.148 mJ/m^2
direct minimization at 5 mV: m = 0.02097
  C_f = -0.79855 F/m^2; C = 0.99349 F/m^2
linear response at V = 10 mV: m = 0.04194
  wall shift = 0.1165 nm; D = 9.9336 mC/m^2
  V_f = -12.4383 mV; V_d = 22.4383 mV
displaced walls, m = 0.20: series / 2D grid
  V_f = -58.215 / -58.210 mV
  D = 47.423 / 47.423 mC/m^2
  V = 48.904 / 48.910 mV
wall stiffness at 45 deg: formula 2.5260, direct 2.5260 MJ/m^3
wall stiffness at 90 deg: formula 10.4655, direct 10.4656 MJ/m^3
wall stiffness at 135 deg: formula 24.8630, direct 24.8655 MJ/m^3
wall stiffness at 180 deg: formula 39.0262, direct 39.0310 MJ/m^3
same W, d_d = 1 nm: C_f = -1.1668, C_d = 0.8854, C = 3.6717 F/m^2
same W, d_d = 2 nm: C_f = -0.7986, C_d = 0.4427, C = 0.9934 F/m^2
same W, d_d = 4 nm: C_f = -0.6896, C_d = 0.2214, C = 0.3260 F/m^2
same W, d_d = 8 nm: C_f = -0.6783, C_d = 0.1107, C = 0.1323 F/m^2
random stacks: 300; A/g(0) from 0.0608 to 0.998967
all good
```
